# The Marcus hopping rate of a small polaron at 300 K

**Question**

I am estimating electron transport in an amorphous oxide film where the electron sits on one metal site as a small polaron and hops to a neighbour. I have an electronic coupling of 20 meV, a reorganization energy of 1 eV and a temperature of 300 K, and I am told to use the Marcus rate.

I am stuck on three points. Is the activation barrier the whole reorganization energy or a quarter of it? Where does the square root in the prefactor come from, and why does no vibration frequency appear? And once I have hops per second, how far can I trust the number, and what mobility does it imply?

**Answer**

For two sites of equal energy, the barrier is a quarter of the reorganization energy, and the Marcus rate is about \(4.2\times10^8\) hops per second to one given neighbour. The derivation settles the first two points and shows what the number leaves out.

**Energy curves**

Let \(q\) be a dimensionless lattice coordinate: \(q=0\) is the relaxed lattice with the electron on site 1, and \(q=1\) the relaxed lattice with it on site 2. For a harmonic lattice, equally stiff in both states,

\[
E_1=Lq^2,\qquad E_2=L(1-q)^2+G .
\]

\(L\) is the reorganization energy, and \(G\) is the energy of relaxed site 2 minus that of relaxed site 1, so a downhill hop has \(G<0\). Expanding the square gives the gap

\[
g(q)=E_2-E_1=L(1-2q)+G .
\]

Moving the electron at \(q=0\) without moving the lattice costs \(L+G\). The thermal hop is cheaper because the lattice first distorts to the point where the curves cross. Setting \(g=0\) gives

\[
q_*=\frac{L+G}{2L},\qquad E_1(q_*)=\frac{(L+G)^2}{4L}.
\]

For equal sites the lattice goes halfway, and a quadratic energy at half the displacement is a quarter of the full value: \(L/4=0.25\) eV.

**Probability of hopping at one crossing**

Let \(V\) be the coupling, and \(c_1,c_2\) the amplitudes on the two sites with their energy phases removed. With the lattice on a classical path,

\[
i\hbar\,\dot c_2=V\,c_1\,e^{i\theta(t)},\qquad \dot\theta=g/\hbar .
\]

For weak coupling, put \(c_1=1\) on the right. The phase is stationary where \(g=0\). Near that moment \(g\approx\dot g\,t\), so \(\theta=\dot g\,t^2/2\hbar\) plus a constant. The Fresnel integral has modulus

\[
\left|\int_{-\infty}^{\infty}e^{i\dot g t^2/2\hbar}\,dt\right|
=\sqrt{\frac{2\pi\hbar}{|\dot g|}} .
\]

Multiplying by \(V/\hbar\) and squaring gives the hopping probability per crossing,

\[
P_1=\frac{V^2}{\hbar^2}\,\frac{2\pi\hbar}{|\dot g|}
=\frac{2\pi V^2}{\hbar|\dot g|}.
\]

I assume that phase memory is lost between crossings, so that probabilities add. Crossings in both directions occur at the mean rate \(\langle|\dot g|\,\delta(g)\rangle\), averaged over thermal motion in the initial well. Hence

\[
k=\left\langle|\dot g|\,\delta(g)\,
\frac{2\pi V^2}{\hbar|\dot g|}\right\rangle
=\frac{2\pi V^2}{\hbar}\langle\delta(g)\rangle .
\]

The speed cancels: a faster lattice crosses more often but spends less time at each crossing. That is why no vibration frequency appears at this order in \(V\) for a slow classical lattice, whose gap changes linearly during each crossing and whose crossings are independent.

**Thermal average**

Let \(k_BT\) be the thermal energy. The lattice has weight \(e^{-Lq^2/k_BT}\), so

\[
\langle\delta(g)\rangle=
\frac{\int e^{-Lq^2/k_BT}\,\delta[L(1-2q)+G]\,dq}
{\int e^{-Lq^2/k_BT}\,dq}.
\]

The gap has slope \(-2L\), so the delta function contributes \(1/(2L)\) and sets \(q=q_*\). The denominator is \(\sqrt{\pi k_BT/L}\). Since

\[
\frac{1}{2L}\sqrt{\frac{L}{\pi k_BT}}=\frac{1}{\sqrt{4\pi Lk_BT}},
\]

the Marcus rate is

\[
k=\frac{2\pi V^2}{\hbar}\,\frac{1}{\sqrt{4\pi Lk_BT}}
\exp\!\left[-\frac{(L+G)^2}{4Lk_BT}\right].
\]

The square root is the normalization of the Gaussian distribution of gaps.

**Your numbers**

Take equal sites, \(G=0\), with \(\hbar=6.582\times10^{-16}\) eV s and \(k_BT=0.025852\) eV:

\[
\frac{2\pi V^2}{\hbar}
=\frac{2\pi(0.020)^2}{6.582\times10^{-16}}
=3.818\times10^{12}\ \text{eV/s},
\]

\[
\sqrt{4\pi Lk_BT}=0.5700\ \text{eV},\qquad
e^{-L/4k_BT}=e^{-9.670}=6.312\times10^{-5}.
\]

Therefore

\[
k=\frac{3.818\times10^{12}}{0.5700}\times6.312\times10^{-5}
=4.2\times10^8\ \text{s}^{-1}.
\]

With one neighbour available, the mean wait is \(1/k=2.4\) ns. With six equivalent neighbours the escape rates add to \(2.5\times10^9\) s⁻¹, and the wait falls to 0.39 ns.

For this classical rate, the slope of an Arrhenius plot is slightly below \(L/4\); stiff quantum modes lower it much further, to about 0.18 eV for a 50 meV mode and 0.08 eV for a 100 meV mode at 300 K in the one-mode model below. With \(\beta=1/k_BT\), the logarithm of the rate is a constant plus \(\tfrac12\ln\beta-\beta L/4\), so

\[
-\frac{d\ln k}{d\beta}=\frac L4-\frac{k_BT}{2}=0.237\ \text{eV}.
\]

At 350 K, with \(V\) and \(L\) unchanged, the rate is \(1.6\times10^9\) s⁻¹, or 3.7 times larger. The reorganization energy matters as much: at 300 K and fixed \(V\), \(L=0.9\) eV multiplies the rate by 2.8, while \(L=1.1\) eV multiplies it by 0.36.

**From hops to mobility**

Suppose equal sites form a simple cubic lattice of spacing \(a\), with rate \(k\) to each of six neighbours. Along \(x\), steps \(+a\) and \(-a\) each occur at rate \(k\). A step changes \(x^2\) by \(\pm2ax+a^2\); the first terms cancel on average, leaving

\[
\frac{d\langle x^2\rangle}{dt}=2ka^2=2D,\qquad D=ka^2 .
\]

In a field, let \(F\) be the magnitude of the force per elementary charge \(e\). A hop along the force has \(G=-eFa\), and one against it has \(G=+eFa\). Since

\[
-\frac{(L\mp eFa)^2}{4Lk_BT}
=-\frac{L}{4k_BT}\pm\frac{eFa}{2k_BT}-\frac{(eFa)^2}{4Lk_BT},
\]

the drift speed is

\[
v=2ak\,e^{-(eFa)^2/4Lk_BT}\sinh\frac{eFa}{2k_BT}.
\]

For \(eFa\ll2k_BT\) the hyperbolic sine equals its argument and the exponential is nearly 1. This gives \(v=ak\,eFa/k_BT\), and the mobility is

\[
\mu=\frac vF=\frac{ea^2k}{k_BT}.
\]

For \(a=0.35\) nm \(=3.5\times10^{-8}\) cm, \(D=5.2\times10^{-7}\) cm²/s. Dividing by \(k_BT/e=0.02585\) V gives \(\mu=2.0\times10^{-5}\) cm²/Vs. At 1 MV/cm the energy drop per hop is 35 meV, no longer small against \(2k_BT\), and the rate along the force is 1.9 times its zero-field value. The rate against the force falls by a similar factor, so \(v/F\) exceeds the weak-field mobility by only about 7% at this field.

**When the lattice is quantum mechanical**

The classical average requires vibration quanta small enough compared with \(k_BT\). To see how small, put all of \(L\) into one mode of angular frequency \(\omega\). The golden rule for a transition from vibrational level \(n\) to level \(m\) of the displaced well is

\[
k_{n\to m}=\frac{2\pi V^2}{\hbar}|\langle n|m'\rangle|^2
\,\delta[(m-n)\hbar\omega+G].
\]

A single sharp mode gives spikes in \(G\). I smooth them by averaging \(G\) evenly from \(-\hbar\omega/2\) to \(+\hbar\omega/2\), as a simple stand-in for the spread of energies in a solid. In that interval only \(m=n\) can conserve energy, and the averaged delta function is \(1/\hbar\omega\). Thus

\[
k_q=\frac{2\pi V^2}{\hbar}\,\frac{1}{\hbar\omega}
\sum_n p_n|\langle n|n'\rangle|^2,
\]

where \(p_n=(1-e^{-\hbar\omega/k_BT})e^{-n\hbar\omega/k_BT}\). In the oscillator's natural length unit the wells are displaced by \(d=\sqrt{2L/\hbar\omega}\), because \(L=\tfrac12\hbar\omega d^2\).

I evaluated the overlaps by integrating the oscillator wavefunctions on a grid. With \(V\), \(L\) and \(T\) fixed, the ratio \(k_q/k\) is 1.008 for a 5 meV quantum and 1.034 for 10 meV, so the classical limit is recovered. It is 1.23 at 25 meV, 2.2 at 50 meV and 13 at 100 meV. The last value depends on the smoothing: measured against the Marcus rate averaged over the same window of \(G\) it is 11, and it falls to about 3 if half of \(L\) belongs to slow classical modes. In the last case the two lowest levels, at 50 and 150 meV, lie below the 250 meV crossing. A classical oscillator with those energies could not reach the crossing, but the quantum overlaps are nonzero.

The low-temperature limit shows the same failure. The Marcus rate vanishes as \(T\to0\), whereas \(k_q\) keeps its \(n=0\) term. Two Gaussian ground states displaced by \(d\) have overlap \(e^{-d^2/4}\), so

\[
k_q(T\to0)=\frac{2\pi V^2}{\hbar\,\hbar\omega}\,e^{-L/\hbar\omega}.
\]

This is tunnelling between the distorted configurations, within the same smoothing over \(G\).

**When the coupling is not weak enough**

The probability \(P_1\) grows without limit for slow crossings, so it must fail there. Return to equal sites and a classical mode. If \(M\) is the mass belonging to \(q\), then \(\tfrac12M\omega^2=L\), or \(M=2L/\omega^2\). Write the kinetic energy at the crossing as \(uk_BT\). Then

\[
uk_BT=\frac{L\dot q^2}{\omega^2},\qquad
|\dot g|=2L|\dot q|=2\omega\sqrt{uLk_BT},
\]

and therefore

\[
P_1=\frac{c}{\sqrt u},\qquad
c=\frac{\pi V^2}{\hbar\omega\sqrt{Lk_BT}}.
\]

For a gap that changes linearly in time, the Landau–Zener formula replaces this by \(P=1-e^{-c/\sqrt u}\), which reduces to \(P_1\) when \(c/\sqrt u\) is small. For a 50 meV mode and \(u=1\), \(c=0.1563\). With the gap kept linear in time, numerical integration of the two-state Schrödinger equation through the crossing gives \(P=0.1447\), as does the formula.

An electron that fails to switch can try again when the lattice swings back. Let \(R\) be the chance of ending on site 2 for a lattice returning from the far side of the crossing with the electron still on site 1. With probability \(P\) the electron switches to site 2, but the lattice is now moving up that site's energy curve. When it returns, the electron either stays on site 2, with probability \(1-P\), or switches back and restores the starting situation. If phase memory is lost but no energy is lost between these passages,

\[
R=P[(1-P)+PR]\quad\Rightarrow\quad
R=\frac{P(1-P)}{1-P^2}=\frac{P}{1+P}.
\]

The total success probability after the first arrival is

\[
P+(1-P)R=\frac{P(1+P)+P(1-P)}{1+P}=\frac{2P}{1+P}.
\]

The thermal rate of first arrivals is the density at \(q=1/2\) times the mean positive velocity:

\[
\sqrt{\frac{L}{\pi k_BT}}\,e^{-L/4k_BT}
\sqrt{\frac{k_BT}{2\pi M}}
=\frac{\omega}{2\pi}e^{-L/4k_BT}.
\]

Faster lattices arrive in proportion to their speed, and \(\dot q\,d\dot q\propto du\), so arrivals have the distribution \(e^{-u}du\). With the crossing energy kept at \(L/4\), the rate becomes

\[
k_c=\frac{\omega}{2\pi}e^{-L/4k_BT}
\int_0^\infty e^{-u}\frac{2P}{1+P}\,du .
\]

For small \(V\) the integrand becomes \(2ce^{-u}/\sqrt u\), whose integral is \(2c\sqrt\pi\). Inserting \(c\) gives \(\sqrt\pi V^2e^{-L/4k_BT}/(\hbar\sqrt{Lk_BT})\), which is the Marcus rate again.

For your coupling, numerical integration gives \(k_c/k=0.46\), 0.60 and 0.73 for modes of 25, 50 and 100 meV. The slower mode lingers at the crossing, so its switching probability is larger and the reduction is stronger. These ratios contain only the limit on switching, and they treat successive passages as independent.

That second assumption is poor for these modes. Just past the crossing the lattice decelerates at about \(\omega^2/2\). With \(u=1\) it therefore returns after a time \(4\sqrt{k_BT/L}/\omega\), during which the size of the gap averages \(4k_BT/3\). The phase gathered between the two passages is

\[
\frac{16}{3}\,\frac{k_BT}{\hbar\omega}\sqrt{\frac{k_BT}{L}},
\]

or about 0.9, 0.4 and 0.2 radians for the three modes in this constant-deceleration estimate (0.8, 0.4 and 0.2 on the exact harmonic path), too little to erase phase memory. The ratios illustrate the limit on switching; they are not corrections to apply to the rate.

There is also an opposing effect. Coupling rounds off the crossing, and the lower energy curve becomes, with \(y=q-\tfrac12\),

\[
E_-=L y^2+\frac L4-\sqrt{L^2y^2+V^2}.
\]

Its top, at \(y=0\), is \(L/4-V\). Away from the top, \(dE_-/dy=0\) requires \(\sqrt{L^2y^2+V^2}=L/2\), which has solutions for \(2V<L\). Then \(Ly^2=L/4-V^2/L\), and the minimum energy is \(-V^2/L\). The barrier is

\[
\frac L4-V+\frac{V^2}{L}=\frac{(L-2V)^2}{4L}=0.230\ \text{eV}.
\]

The reduction of 19.6 meV corresponds to a Boltzmann factor of 2.1. That factor sizes the effect for motion that stays on the lower curve. It should not simply be multiplied onto the Marcus rate, which describes rare switching between the original curves. It is comparable in size to the reductions found above and acts the other way, so neither effect alone tells whether the Marcus rate is too high or too low. In the one-mode model the two largely cancel. Treated as quantum two-state scattering, with each well flattened outside its minimum, the rate at \(V=20\) meV is about 0.88, 1.00 and 1.02 times the weak-coupling (order \(V^2\)) value for modes of 25, 50 and 100 meV, and 0.58 times it for a 10 meV mode.

**What this means for an oxide film**

Your values are in the rough range for electron polarons hopping between weakly coupled titanium sites in titanium dioxide, with sites a few tenths of a nanometre apart. More strongly coupled pairs need the lower-curve description instead. The lattice modes of this oxide extend to roughly 100 meV, so the classical-lattice assumption is doubtful even at room temperature: the one-mode estimate raises the rate about 13-fold if all of \(L\) belongs to such a mode. A real film divides \(L\) among several modes, so that factor is not a prediction for it.

An amorphous film also breaks the equal-site assumption. At fixed \(V\) and \(L\), a 50 meV mismatch multiplies the downhill rate by 2.6 and the uphill rate by 0.37. The equal-site mobility therefore cannot stand for a disordered film without averaging over its network of sites.

I would quote \(4.2\times10^8\) s⁻¹ as the result of the stated model. As an estimate for a real film it may be wrong by a factor of ten or more, and the equal-site mobility by much more if the site energies have a standard deviation of three \(k_BT\) or more. Knowing which modes carry the reorganization energy, and how widely the site energies spread, would improve the estimate more than another digit in \(k_BT\).

All numerical values are calculated from the stated model.
